# Interlayer exchange coupling from spin asymmetries of interface reflection amplitudes

Two thick ferromagnets A and B are separated by a flat nonmagnetic spacer of thickness $D$. An electron in the spacer is reflected at the two interfaces with amplitudes $r_A^s$ and $r_B^s$, where $s=\uparrow,\downarrow$ means the majority or minority spin of the magnet concerned. Define the spin asymmetry of each amplitude as

$$\Delta r=\tfrac12\left(r^\uparrow-r^\downarrow\right).$$

To first order in $r_Ar_B$, at zero temperature and fixed Fermi energy $E_F$, the energy per area of the parallel state minus that of the antiparallel state is

$$J=E_P-E_{AP}=-\frac4\pi\,\mathrm{Im}\int\!\frac{d^2k_\parallel}{4\pi^2}\int^{E_F-\varepsilon_\parallel}\!\!d\varepsilon\;\Delta r_A\,\Delta r_B\,e^{2ikD}.\tag{1}$$

Here $\varepsilon_\parallel=\hbar^2k_\parallel^2/2m$, while $\varepsilon$ and $k$ are the energy and wave number of the motion normal to the layers. Positive $J$ favours antiparallel moments. The asymmetries are those of complex amplitudes, not of reflectances, and their product stands inside the integral; it becomes a prefactor in the thick-spacer limit found below.

The model has independent electrons in fixed potentials, collinear moments, no spin-orbit coupling, and smooth interfaces that conserve $\mathbf k_\parallel$. All layers share one parabolic band of mass $m$. The band bottom is at zero in the spacer and at $V_s$ in a magnet, so that

$$k^2=\frac{2m\varepsilon}{\hbar^2},\qquad q^2=\frac{2m(\varepsilon-V_s)}{\hbar^2}.$$

For a wave $e^{ikx}+re^{-ikx}$ that meets a magnet and continues as $te^{iqx}$, continuity of value and slope gives $1+r=t$ and $k(1-r)=qt$. Eliminating $t$,

$$r=\frac{k-q}{k+q}.\tag{2}$$

For complex $\varepsilon$ with positive imaginary part, take the roots with positive imaginary part, which decay away from their source. Since $k^2$ and $q^2$ lie in the upper half-plane, $k$ and $q$ lie in the first quadrant. Then $|k+q|^2-|k-q|^2=4\,\mathrm{Re}(kq^*)>0$, so $|r|<1$, and $r$ is analytic there. The factor $e^{2ikD}$ also has modulus below one.

To count levels, first put hard walls far out in both magnets, and let the spacer occupy $0<x<D$. Start a solution at each wall with value zero and unit slope. The one from the left wall has some value $a$ and slope $a'$ at $x=0$; the one from the right wall has value $b$ and slope $b'$ at $x=D$. With this fixed start, all four are entire functions of $\varepsilon$. Splitting each into waves $e^{\pm ikx}$ gives the reflection amplitudes of the finite magnets,

$$R_A=\frac{ika+a'}{ika-a'},\qquad R_B=\frac{ikb-b'}{ikb+b'}.$$

A level exists when a wave reproduces itself after one round trip, that is, when $F=1-R_AR_Be^{2ikD}$ vanishes. Putting $F$ over a common denominator and multiplying out,

$$F=\frac{2ik\,e^{ikD}\,W}{(ika-a')(ikb+b')},$$

$$W=(ab'-a'b)\cos kD+\left(kab+\frac{a'b'}{k}\right)\sin kD.$$

$W$ is even in $k$, hence an entire function of $\varepsilon$, and its zeros are the levels $E_n$. It grows no faster than an exponential of $\sqrt{|\varepsilon|}$, so its product over zeros has no exponential prefactor and $d\ln W/d\varepsilon=\sum_n1/(\varepsilon-E_n)$.

In the parallel state the two spin channels see the pairs $(A^\uparrow,B^\uparrow)$ and $(A^\downarrow,B^\downarrow)$; in the antiparallel state they see $(A^\uparrow,B^\downarrow)$ and $(A^\downarrow,B^\uparrow)$. Each magnet and spin therefore occurs once in either state. In the ratio of the two products of $F$, the denominators and the factors $2ike^{ikD}$ cancel, and what remains is the ratio of the $W$'s.

Now move the walls to infinity at fixed $\mathrm{Im}\,\varepsilon>0$. A wave that travels to a wall and back is damped away, so $R\to r$. The logarithm of the ratio becomes

$$G=L_{\uparrow\uparrow}+L_{\downarrow\downarrow}-L_{\uparrow\downarrow}-L_{\downarrow\uparrow},\qquad L_{ss'}=\ln\!\left(1-r_A^sr_B^{s'}e^{2ikD}\right),\tag{3}$$

and its derivative is $\sum_P1/(\varepsilon-E_n)-\sum_{AP}1/(\varepsilon-E_n)$. Just above the real axis, each $1/(\varepsilon-E_n)$ contributes $-\pi\delta(\varepsilon-E_n)$ to the imaginary part. Below all levels $k$ and $q$ are imaginary, the amplitudes are real and $\mathrm{Im}\,G=0$. Integrating upward from there, the difference in the number of levels below $\varepsilon$ is

$$N_P-N_{AP}=-\frac1\pi\,\mathrm{Im}\,G(\varepsilon+i0).$$

The magnets act as reservoirs that fix the Fermi energy, so the energy to compare is the sum of $E_n-\mu$ over occupied levels, with $\mu=E_F-\varepsilon_\parallel$ for the normal motion. Integration by parts turns this sum into $-\int^\mu N\,d\varepsilon$; the boundary terms vanish because $\varepsilon-\mu=0$ at the top and $N=0$ at the bottom. For each $\mathbf k_\parallel$ the difference is thus

$$E_P-E_{AP}=\frac1\pi\,\mathrm{Im}\int^{E_F-\varepsilon_\parallel}G\,d\varepsilon.\tag{4}$$

Since $|r_Ar_Be^{2ikD}|<1$ above the real axis, each logarithm may be expanded there as $\ln(1-y)=-\sum_n y^n/n$. The four terms of order $n$ combine into a product:

$$G=-\sum_{n=1}^\infty\frac1n\left[(r_A^\uparrow)^n-(r_A^\downarrow)^n\right]\left[(r_B^\uparrow)^n-(r_B^\downarrow)^n\right]e^{2inkD}.\tag{5}$$

The term $n=1$ is $-4\Delta r_A\Delta r_B\,e^{2ikD}$. Put into (4) and summed over $\mathbf k_\parallel$, it gives (1). The index $n$ counts round trips in the spacer. If either magnet has equal amplitudes for its two spins, every term vanishes, however strongly it reflects: confinement without spin asymmetry does not distinguish the two states.

The expansion seems doubtful near the bottom of the spacer band, where $k\to0$ and a step reflects totally. A change of integration path removes the difficulty. With $d^2k_\parallel/4\pi^2\to(m/2\pi\hbar^2)\,d\varepsilon_\parallel$, and with the order of the two energy integrals exchanged,

$$J=\frac{m}{2\pi^2\hbar^2}\,\mathrm{Im}\int_{-\infty}^{E_F}(E_F-\varepsilon)\,G\,d\varepsilon.$$

$G$ is analytic in the upper half-plane and decays as the exponential of a negative multiple of $\sqrt{|\varepsilon|}$ at large $|\varepsilon|$ in the quadrant to the left of $E_F$. The path can therefore be turned onto the vertical line $\varepsilon=E_F+i\eta$. The closed contour gives zero, so the original integral is minus the upward one, in which $(E_F-\varepsilon)\,d\varepsilon=(-i\eta)(i\,d\eta)=\eta\,d\eta$:

$$J=-\frac{m}{2\pi^2\hbar^2}\,\mathrm{Im}\int_0^\infty\eta\,G(E_F+i\eta)\,d\eta.\tag{6}$$

The band bottom no longer appears. Confinement need be weak only on this line, and there mainly close to $E_F$, because $e^{2ikD}$ decays with $\eta$. The first-order integrand is analytic too, so its path may be turned back to give (1).

For a thick spacer, small $\eta$ dominates. With $v$ the Fermi velocity and $k_F$ the Fermi wave number, $k\simeq k_F+i\eta/\hbar v$, and the amplitudes may be taken at $E_F$ if they vary little over the energy $\hbar v/2D$. Then $\int_0^\infty\eta\,e^{-2\eta D/\hbar v}d\eta=(\hbar v/2D)^2$. The remaining factors are $(m/2\pi^2\hbar^2)\cdot4\cdot(\hbar v/2D)^2=mv^2/2\pi^2D^2$, and $mv^2/2=E_F$, so

$$J\simeq\frac{E_F}{\pi^2D^2}\,\mathrm{Im}\!\left[\Delta r_A\Delta r_B\,e^{2ik_FD}\right].\tag{7}$$

Here the product is a true prefactor. It sets the strength, and its phase shifts the oscillation; the sign of $J$ depends on $D$ as well.

The same integral for the $n$th round trip carries $1/n$ from the logarithm and $1/n^2$ from the faster decay, hence $1/n^3$ in all. This gives a second limit, strong confinement. If both magnets reflect minority electrons totally at $E_F$ and majority electrons not at all, the second round trip in a thick spacer still has only $1/8$ of the amplitude of the first. Equation (1) then gives the main oscillation but misses the harmonics, which change its shape.

For shallow steps, $q\simeq k-mV/\hbar^2k$, and (2) becomes $r\simeq V/4\varepsilon$. Hence $\Delta r\simeq(V_\uparrow-V_\downarrow)/8\varepsilon$, and (7) becomes

$$J\simeq\frac{(V_\uparrow-V_\downarrow)_A\,(V_\uparrow-V_\downarrow)_B}{64\pi^2E_FD^2}\sin 2k_FD .$$

In this limit the coupling is proportional to the exchange splitting of each magnet, and the spin-averaged step drops out.

Temperature $T$ replaces $J$ by its average over Fermi energies with weight $-\partial f/\partial\varepsilon$, where $f$ is the Fermi function. Near $E_F$ the phase $2kD$ changes by $\varepsilon\tau$, with $\varepsilon$ now measured from $E_F$ and $\tau=2D/\hbar v$. Using $\int(-\partial f/\partial\varepsilon)e^{i\varepsilon\tau}d\varepsilon=\pi k_BT\tau/\sinh(\pi k_BT\tau)$, one finds that (7) is multiplied by

$$\frac{X}{\sinh X},\qquad X=\frac{2\pi k_BTD}{\hbar v}.\tag{8}$$

For an example, take parameters in the regime of an epitaxial iridium spacer in a synthetic antiferromagnet, a pair of magnetic films held antiparallel by their coupling. The layer spacing is $d=0.22$ nm, a rough value. The free-electron mass and $k_F=10.8\ \mathrm{nm^{-1}}$ give $E_F=4.444$ eV and $\hbar v=0.823$ eV nm. For continuous thickness, $J$ would oscillate with period $\pi/k_F=0.29$ nm. Grown layers sample it at $D=Nd$ with $N$ whole, where $2k_F$ and $2k_F-2\pi/d$ give the same phase factor, so the visible period is

$$\frac{2\pi}{|2k_F-2\pi/d|}=\frac{2\pi}{|21.6-28.56|\ \mathrm{nm^{-1}}}=0.90\ \mathrm{nm}.$$

The band bottoms $(V_\uparrow,V_\downarrow)$ are $(-0.4,1.6)$ eV in A and $(-0.2,1.4)$ eV in B. For minority electrons at A and normal incidence, $q/k=\sqrt{1-1.6/4.444}=0.80$ and $r=0.20/1.80=0.111$. The others follow likewise: $r_A^\uparrow=-0.0215$, $r_B^\uparrow=-0.0110$ and $r_B^\downarrow=0.0943$. Therefore $\Delta r_A=-0.0663$, $\Delta r_B=-0.0527$, and their product is $0.00349$.

At seven layers, $D=1.54$ nm and $\sin2k_FD=\sin33.26=0.96$. Equation (7) gives

$$J\simeq\frac{4.444\times0.00349\times0.96}{\pi^2(1.54)^2}\ \frac{\mathrm{eV}}{\mathrm{nm^2}}=6.4\times10^{-4}\ \frac{\mathrm{eV}}{\mathrm{nm^2}}=0.102\ \frac{\mathrm{mJ}}{\mathrm{m^2}}.$$

Numerical quadrature of (6) with the full logarithms gives the middle column below, and (7) gives the last, both in $\mathrm{mJ/m^2}$ at $T=0$.

| Layers | Equation (6) | Equation (7) |
|---:|---:|---:|
| 5 | −0.199 | −0.204 |
| 7 | 0.103 | 0.102 |
| 9 | −0.062 | −0.060 |
| 11 | 0.041 | 0.039 |
| 13 | −0.028 | −0.027 |

The sign alternates because two layers, 0.44 nm, are close to half the visible period. The thick-spacer law is within about 5% of (6) at the thicknesses listed, which lie near extrema of the oscillation. Near its zeros, as at six or eight layers, a small phase error matters more and the relative error can be much larger. Keeping only the first round trip in (6) does much better: at seven layers it differs from the full result by 0.03%. The size is understandable from (5), where the second term relative to the first is $\tfrac12(r_A^\uparrow+r_A^\downarrow)(r_B^\uparrow+r_B^\downarrow)e^{2ikD}$, or 0.4% in modulus at $E_F$. The faster decay along $\eta$ reduces this by about four, to 0.1%, and the phase decides how much of that reaches $J$.

The distinction between amplitude and reflectance can be made stark. Give both magnets band bottoms of $-2.500$ eV for majority and $1.600$ eV for minority electrons. At $E_F$ and normal incidence the amplitudes are $-0.111$ and $+0.111$, so both spins have the same reflectance, 0.0123. At seven layers and 1200 K, the thermal average of (6) is nevertheless $0.290\ \mathrm{mJ/m^2}$, against $0.082\ \mathrm{mJ/m^2}$ for the original pair at the same temperature. To first order, a pair of amplitudes changes the number of levels below $\varepsilon$ by $\mathrm{Im}(r_Ar_Be^{2ikD})/\pi$. Reversing the sign of one amplitude reverses this change, and the energy registers it.

Iridium spacers in real synthetic antiferromagnets show a period of roughly 0.9 nm and, at such thicknesses, couplings of very roughly $0.1\ \mathrm{mJ/m^2}$ or more. The model's period agrees because $k_F$ was chosen for it, and its strength follows from chosen step heights, so neither is a prediction for iridium, whose Fermi surface has many sheets. With $k_F$ and the steps held fixed, a band mass of 1.5 electron masses raises $J$ at seven layers from 0.103 to $0.191\ \mathrm{mJ/m^2}$, mostly because $E_F$ falls and the same steps reflect more. At seven layers room temperature matters little in the model: at 300 K, $X=0.304$ and the loss is 1.5%. Slower electrons would raise $X$ and the loss, the relative change can be larger near a zero of the oscillation, and the weakening of the magnets' own moments with temperature is left out. Real films also break the assumption of uniform thickness. If half the area has seven layers and a quarter each has six and eight, averaging (6) over the area leaves $0.054\ \mathrm{mJ/m^2}$, about half.

Nor are real magnets infinitely thick. Waves that return from the outer faces belong to the reflection amplitudes, and the $r$ of a single interface then no longer describes the magnet. The effect can be large: at seven layers and 300 K, magnets 2 nm thick with perfectly reflecting outer faces give $0.38\ \mathrm{mJ/m^2}$ at the same Fermi energy, against $0.102\ \mathrm{mJ/m^2}$ for thick ones. With such perfect mirrors the value swings rapidly with the magnet thickness, from $+1.8\ \mathrm{mJ/m^2}$ at 1.95 nm to $-1.1\ \mathrm{mJ/m^2}$ at 2.05 nm, so even its sign depends on that thickness. For the thick magnets of this example, the thickness fluctuations and the band mass considered here each move the coupling by about a factor of two, far more than the weak-confinement approximation does.

Numerical values quoted here were computed with a short program.
